**Dirac disc with an infinite-mass boundary: levels and neglected effects**

For a single graphene valley confined to radius R, positive energies E = ħvx/R satisfy J_m(x) = J_{m+1}(x), where v is the Dirac velocity, m the integer angular index of the first spinor component and J_m a Bessel function. The program asserts by finite differences that the interior and exterior spinors solve the Dirac equation, and that the component ratio at the rim tends to one for large outside mass. It compares the Bessel roots with a polynomial variational calculation of the squared Hamiltonian, which uses no Bessel functions. It also asserts the leading finite-mass shift and compares finite-mass levels with a honeycomb-lattice disc containing both valleys. For R = 20 nm and v = 10⁶ m/s the output gives x = 1.434696 and a lowest positive level of 47.2 meV, with m = 0. An outside mass of 1 eV lowers this level to 46.4 meV, and a mass of 0.1 eV lowers it to 40.2 meV. The output also shows that a zigzag rim condition (first nonzero level 79.1 meV) and the charging energy (about 45 meV) are not small corrections.

## Check in Python

```python
"""Dirac disc with infinite-mass boundary: levels of one graphene valley.

Result under test: for H = hbar v sigma.k + M(r) sigma_z, M = 0 inside radius R
and M -> +infinity outside, positive energies E = hbar v x / R satisfy
J_m(x) = J_{m+1}(x); the lowest has m = 0.  Negative energies satisfy
J_m(x) = -J_{m+1}(x) with x = |E| R / (hbar v).
Spinor: exp(i m phi) * (a(r), i exp(i phi) b(r)).
mu = M/(hbar v), k = E/(hbar v), kappa = sqrt(mu^2 - k^2), y = mu R.
A large but finite M lowers x by the relative amount 1/(2 y).
"""
import numpy as np
from numpy.polynomial import Legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh
from scipy.special import jv, kv, kve, ellipk, jn_zeros


def first_root(m, sign=1):
    """First positive root of J_m(x) = sign * J_{m+1}(x)."""
    def mismatch(x):
        return jv(m, x) - sign * jv(m + 1, x)
    grid = np.arange(0.05, 16.0, 0.02)
    values = mismatch(grid)
    i = np.flatnonzero(values[:-1] * values[1:] < 0)[0]
    return brentq(mismatch, grid[i], grid[i + 1], xtol=1e-13)


def finite_mass_root(m, y):
    """Root x when the outside mass is finite, y = M R / (hbar v)."""
    def mismatch(x):
        q = np.sqrt(y * y - x * x)
        return ((y + x) * jv(m + 1, x) * kve(m, q)
                - q * jv(m, x) * kve(m + 1, q))
    x_inf = first_root(m)
    return brentq(mismatch, 0.7 * x_inf, 1.05 * x_inf, xtol=1e-13)


# --- The full spinors solve the two-dimensional Dirac equation ---------------
def dirac_residual(radial, m, k, mu):
    """Relative residual of (H - E) psi from Cartesian central differences."""
    def psi(x, y):
        r, phase = np.hypot(x, y), (x + 1j * y) / np.hypot(x, y)
        a, b = radial(r)
        return np.array([phase**m * a, 1j * phase**(m + 1) * b])
    x, y, h = 0.9, 0.8, 1e-4
    dx = (psi(x + h, y) - psi(x - h, y)) / (2 * h)
    dy = (psi(x, y + h) - psi(x, y - h)) / (2 * h)
    p = psi(x, y)
    upper = (mu - k) * p[0] - 1j * (dx[1] - 1j * dy[1])
    lower = -1j * (dx[0] + 1j * dy[0]) - (mu + k) * p[1]
    return max(abs(upper), abs(lower)) / np.max(np.abs(p))


for m in range(-3, 4):
    for k in (1.7, -1.7):
        def inside(r):
            return jv(m, abs(k) * r), np.sign(k) * jv(m + 1, abs(k) * r)
        assert dirac_residual(inside, m, k, 0.0) < 1e-5
        mu = 5.0
        kappa = np.sqrt(mu**2 - k**2)

        def outside(r):
            return kv(m, kappa * r), kappa / (mu + k) * kv(m + 1, kappa * r)
        assert dirac_residual(outside, m, k, mu) < 1e-5

# --- Outside component ratio b/a at the rim tends to one ---------------------
for m in range(-3, 4):
    for x in (1.5, -1.5):
        y = 1.0e4
        q = np.sqrt(y * y - x * x)
        ratio = q * kve(m + 1, q) / ((y + x) * kve(m, q))
        assert abs(ratio - 1) < 1e-3
        assert abs((ratio - 1) * y - (m + 0.5 - x)) < 5e-3


# --- Disc spectrum from a variational treatment of H^2, no Bessel functions --
def variational_levels(m, edge, size=10):
    """Sorted |E| R/(hbar v); rim values (a, b) proportional to edge."""
    z, w = np.polynomial.legendre.leggauss(60)
    r = 0.5 * (z + 1)
    weight = np.sqrt(0.5 * w * r)
    s = r * r
    p, q = abs(m), abs(m + 1)
    states, images = [], []

    def add(ca, cb, g, dg):
        a, b = ca * r**p * g, cb * r**q * g
        da = p * a / r + 2 * ca * r**(p + 1) * dg
        db = q * b / r + 2 * cb * r**(q + 1) * dg
        states.append(np.concatenate([weight * a, weight * b]))
        images.append(np.concatenate([weight * (db + (m + 1) * b / r),
                                      weight * (-da + m * a / r)]))

    add(edge[0], edge[1], np.ones_like(s), np.zeros_like(s))
    for j in range(size):
        poly = Legendre.basis(j, domain=[0, 1])
        g = (1 - s) * poly(s)
        dg = -poly(s) + (1 - s) * poly.deriv()(s)
        add(1, 0, g, dg)
        add(0, 1, g, dg)
    f, hf = np.array(states), np.array(images)
    return np.sqrt(np.abs(eigh(hf @ hf.T, f @ f.T, eigvals_only=True)))


for m in range(-4, 4):
    expected = sorted([first_root(m, 1), first_root(m, -1)])
    assert np.allclose(variational_levels(m, (1, 1))[:2], expected, atol=1e-5)
    assert abs(first_root(m, -1) - first_root(-m - 1, 1)) < 1e-10
x_variational = variational_levels(0, (1, 1))[0]

# One-sublattice (zigzag) rim a(R) = 0: first nonzero level and a zero mode.
x_zigzag = jn_zeros(0, 1)[0]
assert abs(variational_levels(0, (0, 1))[0] - x_zigzag) < 1e-5
assert variational_levels(-1, (0, 1))[0] < 1e-5

# --- m = 0 gives the lowest level --------------------------------------------
x0 = first_root(0)
assert all(first_root(m) > x0 for m in range(-8, 9) if m != 0)
xs = np.linspace(0.05, x0, 200)
for m in range(0, 6):
    u = jv(m + 1, xs) / jv(m, xs)
    assert np.all(jv(m + 2, xs) / jv(m + 1, xs) < u)
    h = 1e-5
    du = (jv(m + 1, xs + h) / jv(m, xs + h)
          - jv(m + 1, xs - h) / jv(m, xs - h)) / (2 * h)
    assert np.allclose(du, 1 + u**2 - (2 * m + 1) * u / xs, atol=1e-6)

# --- Leading finite-mass shift is -x/(2 y) for every m -----------------------
for m in range(-3, 4):
    y = 2000.0
    shift = (finite_mass_root(m, y) / first_root(m) - 1) * y
    assert abs(shift + 0.5) < 0.01

# --- Example parameters ------------------------------------------------------
velocity = 1.0e6        # m/s, rough typical graphene value
radius = 20.0           # nm
lattice_a = 0.246       # nm, rough graphene lattice constant
eps_r = 2.5             # rough mean of an oxide substrate and vacuum
hbar_v = const.hbar * velocity / const.e * 1e9            # eV nm
hopping = 2 * hbar_v / (np.sqrt(3) * lattice_a)           # eV
scale = 1e3 * hbar_v / radius                             # meV
a1 = lattice_a * np.array([0.5, np.sqrt(3) / 2])
a2 = lattice_a * np.array([-0.5, np.sqrt(3) / 2])


# --- Honeycomb lattice with a staggered potential outside a disc -------------
def lattice_levels(disc_radius, outer_radius, mass):
    """Four lowest positive levels (eV), both valleys, one spin."""
    n = int(outer_radius / (lattice_a * np.sqrt(3) / 2)) + 4
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1),
                       indexing="ij")
    cell = i[..., None] * a1 + j[..., None] * a2
    dist_a = np.linalg.norm(cell + (a1 + a2) / 3, axis=-1)
    dist_b = np.linalg.norm(cell + 2 * (a1 + a2) / 3, axis=-1)
    keep_a, keep_b = dist_a < outer_radius, dist_b < outer_radius
    na, nb = keep_a.sum(), keep_b.sum()
    index_a = np.full(i.shape, -1)
    index_b = np.full(i.shape, -1)
    index_a[keep_a] = np.arange(na)
    index_b[keep_b] = na + np.arange(nb)
    rows, cols = [], []
    for partner in (index_b, np.roll(index_b, 1, 0), np.roll(index_b, 1, 1)):
        bond = (index_a >= 0) & (partner >= 0)
        rows.append(index_a[bond])
        cols.append(partner[bond])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    total = na + nb
    hop = coo_matrix((np.full(rows.size, -hopping), (rows, cols)),
                     shape=(total, total))
    onsite = np.concatenate([mass * (dist_a[keep_a] > disc_radius),
                             -mass * (dist_b[keep_b] > disc_radius)])
    ham = (hop + hop.T + diags(onsite)).tocsc()
    start = np.random.default_rng(1).standard_normal(total)
    e = np.sort(eigsh(ham, k=12, sigma=0.0, v0=start,
                      return_eigenvectors=False))
    return e[e > 0][:4], total


lat_radius, lat_mass = 10.0, 0.5                          # nm, eV
lat_e, lat_sites = lattice_levels(lat_radius, 14.5, lat_mass)
lat_y = lat_mass * lat_radius / hbar_v
lat_dirac = np.array([finite_mass_root(m, lat_y) for m in (0, 0, 1, 1)])
lat_dirac *= hbar_v / lat_radius
assert np.allclose(lat_e, lat_dirac, rtol=0.03)

# --- Neglected effects for the example's own numbers -------------------------
k0 = x0 / radius                                          # 1/nm
angles = np.linspace(0, 2 * np.pi, 361)
kvec = np.array([4 * np.pi / (3 * lattice_a) + k0 * np.cos(angles),
                 k0 * np.sin(angles)])
band = hopping * np.abs(1 + np.exp(1j * a1 @ kvec) + np.exp(1j * a2 @ kvec))
deviation = 100 * (band / (hbar_v * k0) - 1)              # percent
assert np.max(np.abs(deviation)) < 1.0

# Disc capacitance 8 eps0 R: the equilibrium charge makes a flat potential.
for rho in (0.2, 0.5, 0.8):
    def ring(theta):
        r = np.sin(theta)
        return r * 4 * ellipk(4 * rho * r / (rho + r)**2) / (rho + r)
    split = np.arcsin(rho)
    potential = quad(ring, 0, split)[0] + quad(ring, split, np.pi / 2)[0]
    # Units of Q/(8 pi^2 eps0 R), in which Q/(8 eps0 R) equals pi^2.
    assert abs(potential - np.pi**2) < 1e-5
charging = 1e3 * const.e / (8 * const.epsilon_0 * eps_r * radius * 1e-9)

# --- Printed numbers ---------------------------------------------------------
print(f"velocity v = {velocity:.2e} m/s; radius R = {radius:.1f} nm")
print(f"hbar v = {hbar_v:.5f} eV nm; hbar v / R = {scale:.4f} meV")
print(f"lowest root x0 of J0 = J1: {x0:.6f}")
print(f"x0 from variational disc calculation: {x_variational:.6f}")
print(f"J0(x0) = {jv(0, x0):.6f}; J1(x0) = {jv(1, x0):.6f}")
print(f"wave number k = x0/R = {k0:.5f} 1/nm")
print(f"lowest positive level E = {x0 * scale:.3f} meV")
print(f"gap between lowest electron and hole levels = {2*x0*scale:.3f} meV")
print("first positive level for each m: m, x, E (meV)")
for m in range(-3, 4):
    print(f"  m = {m:2d}   x = {first_root(m):.5f}   "
          f"E = {first_root(m) * scale:.2f} meV")
print(f"spacing from m = 0 to m = 1 level = "
      f"{(first_root(1) - x0) * scale:.2f} meV")
print(f"rim density / centre density, lowest level = "
      f"{jv(0, x0)**2 + jv(1, x0)**2:.4f}")
print("finite outside mass M, lowest level:")
for mass in (1.0, 0.1):
    y = mass * radius / hbar_v
    print(f"  M = {mass:.1f} eV: E = {finite_mass_root(0, y)*scale:.3f} meV; "
          f"radius-shift estimate = {x0*scale/(1 + 0.5/y):.3f} meV; "
          f"hbar v/(2M) = {hbar_v/(2*mass):.3f} nm")
print(f"lattice test: R = {lat_radius:.1f} nm, M = {lat_mass:.1f} eV, "
      f"{lat_sites} sites, hopping = {hopping:.3f} eV")
print("  lattice levels (meV):", " ".join(f"{1e3*e:.2f}" for e in lat_e))
print("  finite-mass Dirac levels (meV):",
      " ".join(f"{1e3*e:.2f}" for e in lat_dirac))
print(f"zigzag rim: first nonzero x = {x_zigzag:.5f}, "
      f"E = {x_zigzag * scale:.2f} meV, plus zero modes")
print(f"lattice band minus linear band at k: {deviation.min():.3f} to "
      f"{deviation.max():.3f} percent (a = {lattice_a:.3f} nm)")
print(f"charging energy, eps_r = {eps_r:.1f}: {charging:.1f} meV")
for temperature in (4.0, 300.0):
    print(f"thermal energy kT at {temperature:.0f} K = "
          f"{1e3 * const.k * temperature / const.e:.2f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
velocity v = 1.00e+06 m/s; radius R = 20.0 nm
hbar v = 0.65821 eV nm; hbar v / R = 32.9106 meV
lowest root x0 of J0 = J1: 1.434696
x0 from variational disc calculation: 1.434696
J0(x0) = 0.547946; J1(x0) = 0.547946
wave number k = x0/R = 0.07173 1/nm
lowest positive level E = 47.217 meV
gap between lowest electron and hole levels = 94.433 meV
first positive level for each m: m, x, E (meV)
  m = -3   x = 5.75297   E = 189.33 meV
  m = -2   x = 4.47794   E = 147.37 meV
  m = -1   x = 3.11286   E = 102.45 meV
  m =  0   x = 1.43470   E = 47.22 meV
  m =  1   x = 2.62987   E = 86.55 meV
  m =  2   x = 3.76895   E = 124.04 meV
  m =  3   x = 4.88049   E = 160.62 meV
spacing from m = 0 to m = 1 level = 39.33 meV
rim density / centre density, lowest level = 0.6005
finite outside mass M, lowest level:
  M = 1.0 eV: E = 46.449 meV; radius-shift estimate = 46.452 meV; hbar v/(2M) = 0.329 nm
  M = 0.1 eV: E = 40.191 meV; radius-shift estimate = 40.545 meV; hbar v/(2M) = 3.291 nm
lattice test: R = 10.0 nm, M = 0.5 eV, 25176 sites, hopping = 3.090 eV
  lattice levels (meV): 88.39 88.39 161.62 161.68
  finite-mass Dirac levels (meV): 88.49 88.49 161.88 161.88
zigzag rim: first nonzero x = 2.40483, E = 79.14 meV, plus zero modes
lattice band minus linear band at k: -0.256 to 0.253 percent (a = 0.246 nm)
charging energy, eps_r = 2.5: 45.2 meV
thermal energy kT at 4 K = 0.34 meV
thermal energy kT at 300 K = 25.85 meV
ALL CHECKS PASSED
```
